# Grote-Hynes Transmission Coefficient for a Barrier Coupled to a Cavity Mode, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The transmission coefficient

### A frozen mode and a fast mode

Take a mass-weighted reaction coordinate \(x\) on an inverted parabola of frequency \(\omega_b\), and one classical field oscillator \(q\) of frequency \(\omega\), with potential energy

\[ U=-\tfrac12\omega_b^2x^2+\tfrac12u^2,\qquad u=\omega q+gx . \]

The coupling \(g\) has the dimension of a frequency. Hartree atomic units are used throughout, with \(\beta=1/k_BT\). Two limits can be solved by inspection.

If the mode is much faster than the crossing, \(q\) oscillates rapidly about its instantaneous minimum, \(u\) oscillates about zero with its thermal amplitude, the force \(-gu\) on \(x\) averages out over the crossing, and \(x\) crosses the bare barrier. A trajectory launched from \(x=0\) with \(v=\dot x>0\) does not turn back.

If the mode is much slower than the crossing, \(q\) keeps its initial value. For a trajectory that starts at \(x=0\) with \(u=u_0\) we then have \(u=u_0+gx\), and

\[ U=\tfrac12u_0^2+gu_0x-\tfrac12(\omega_b^2-g^2)x^2 . \]

For \(g<\omega_b\) this is still a barrier, but \(dU/dx=0\) puts its top at \(x=gu_0/(\omega_b^2-g^2)\), a height \(\tfrac12v_c^2=\tfrac12g^2u_0^2/(\omega_b^2-g^2)\) above the starting point. The trajectory ends on the product side if \(v>v_c\), where \(v_c\) carries the sign of \(gu_0\). The thermal flux of such trajectories is \(\int_{v_c}^\infty v\,e^{-\beta v^2/2}dv=k_BT\,e^{-\beta v_c^2/2}\), against \(k_BT\) for \(v_c=0\). At \(x=0\) the Boltzmann weight of \(u_0\) is \(e^{-\beta u_0^2/2}\), and for a Gaussian variable of variance \(\sigma^2\) the ratio of two Gaussian integrals gives \(\langle e^{-ay^2/2}\rangle=(1+a\sigma^2)^{-1/2}\). With \(\sigma^2=k_BT\) and \(a=\beta g^2/(\omega_b^2-g^2)\), the surviving fraction of the flux is

\[ \kappa=\Big[1+\frac{g^2}{\omega_b^2-g^2}\Big]^{-1/2}=\sqrt{1-g^2/\omega_b^2}, \]

which is 0.866 for \(g=\omega_b/2\).

At fixed \(g\) the slow mode suppresses the flux and the fast mode does not, so nothing here points to a strongest suppression at a finite frequency. That requires \(g\) itself to increase with \(\omega\) over some range, which is a statement about how the cavity is tuned. The maximum of suppression is therefore conditional on the tuning law. For \(g^2\propto\omega^n\) with \(0<n<2\) it will turn out to lie at \(\sqrt{n/(2-n)}\) times the reactive frequency \(s\le\omega_b\), hence at \(s\) itself for \(n=1\), and it is a result of classical mechanics.

### Model and conventions

The electrons are taken to follow both the nuclei and the field coordinate, which is the cavity Born-Oppenheimer approximation, and both remaining coordinates are treated classically:

\[ H=\tfrac12v^2+V(x)+\tfrac12p^2+\tfrac12\big[\omega q+\lambda\mu(x)\big]^2 . \tag{1} \]

Here \(x=\sqrt M R\) for a coordinate \(R\) of mass \(M\), \(p=\dot q\), \(V\) is the cavity-free ground-state surface and \(\mu\) is the ground-state dipole along the polarization of the mode. The electronic polarizability and the electronic fluctuation \(\langle\hat\mu^2\rangle-\langle\hat\mu\rangle^2\) are neglected, and the mode is lossless.

The last term is the electric energy of the mode. For a field uniform over a volume \(\mathcal V\), the electric field is the displacement field \(D\) minus \(4\pi\mu/\mathcal V\), so that

\[ \frac{\mathcal V}{8\pi}\Big(D-\frac{4\pi\mu}{\mathcal V}\Big)^2=\frac12\Big(\sqrt{\frac{\mathcal V}{4\pi}}\,D-\sqrt{\frac{4\pi}{\mathcal V}}\,\mu\Big)^2 . \]

Setting \(\omega q=-\sqrt{\mathcal V/4\pi}\,D\) gives (1) with \(\lambda^2=4\pi/\mathcal V\); for a structured mode \(\mathcal V\) is an effective volume. The square contains the oscillator energy \(\tfrac12\omega^2q^2\), the bilinear coupling \(\omega\lambda q\mu\) and the dipole self-energy \(\tfrac12\lambda^2\mu^2\). The sign of \(q\) is a convention, and the results below contain \(g\) through \(g^2\). A constant added to \(\mu\) is absorbed by a shift of \(q\), so \(\mu(0)=0\) may be chosen.

The barrier is at \(x=0\) with \(V''=-\omega_b^2\); the reactant well is at \(x=-x_0\) with \(V''=\omega_0^2\) and lies \(E_b\) below the barrier. The two couplings are

\[ g=\lambda\,\frac{d\mu}{dx}\Big|_{0},\qquad g_0=\lambda\,\frac{d\mu}{dx}\Big|_{-x_0},\qquad \frac{d\mu}{dx}=\frac{1}{\sqrt M}\frac{d\mu}{dR}. \]

Three dynamical assumptions enter. The reactants, including the mode, are in thermal equilibrium. Over the region where the fate of a trajectory is decided, \(V\) is parabolic and \(\mu\) is linear, which reduces (1) to the potential \(U\) above. A trajectory that has fallen into a well is thermalized there and does not return. The first and third need an environment that takes much more than \(k_BT\) from a trajectory during one passage through the well, before it can return to the barrier. A loss of order \(k_BT\) is too little. On the double well of Part II, an Ohmic friction that removes \(k_BT\) per passage leaves a transmission coefficient of about 0.3 without the cavity and about 0.6 with the mode at the frequency \(\omega^*\) found there, so the mode raises the rate instead of lowering it. At a loss of \(10\,k_BT\) the two values are about 0.91 and 0.90, still closer together than the 6% found below. Energy exchange that is merely faster than the depletion of the well is not enough; where energy supply limits the rate, the results below do not apply.

### The barrier and the transition-state rate

The transition-state rate is the one-way thermal flux through \(x=0\) per reactant,

\[ k_{\rm TST}=\frac{\int dv\,dp\,dq\;v\,\theta(v)\,e^{-\beta H(x=0)}}{\int_{x<0}dx\,dv\,dp\,dq\;e^{-\beta H}} . \]

The substitution \(u=\omega q+\lambda\mu(x)\) at fixed \(x\) has \(dq=du/\omega\), so

\[ \int dq\,e^{-\beta[\omega q+\lambda\mu(x)]^2/2}=\frac{\sqrt{2\pi k_BT}}{\omega} \]

for any function \(\mu(x)\) and any \(x\). This factor and the \(p\) integral cancel between numerator and denominator. The potential of mean force along \(x\) is \(V(x)\) itself, and \(k_{\rm TST}\) does not depend on \(\omega\) or \(\lambda\). The remaining numerator is \(k_BT\,e^{-\beta V(0)}\). The remaining denominator is \(\sqrt{2\pi k_BT}\) from \(v\) times, for a harmonic well, \(e^{-\beta V(-x_0)}\sqrt{2\pi k_BT}/\omega_0\) from \(x\). Hence

\[ k_{\rm TST}=\frac{\omega_0}{2\pi}e^{-\beta E_b}. \tag{2} \]

The self-energy is what makes this hold. Without it the potential is that of (1) minus \(\tfrac12\lambda^2\mu^2\), the same \(q\) integral leaves \(V-\tfrac12\lambda^2\mu^2\), and the barrier depends on the coupling and on the origin chosen for \(\mu\). In the model of Part II, with the coupling taken at the frequency \(\omega^*\) found there, the barrier then moves from 0.03 to 0.0377 hartree.

The true rate counts, in the steady state, the phase points at \(x=0\) that came from the reactant well, each with its Boltzmann weight and its signed velocity. Let \(\chi_{\rm from}\) be 1 for such points and 0 otherwise, and let \(\chi_{\rm to}\) be 1 for points that end as product. Reversing \(v\) and \(p\) reverses the trajectory and leaves \(H\) unchanged, so a point that came from the reactant maps to one that goes to the reactant, \(\chi_{\rm from}(v,q,p)=1-\chi_{\rm to}(-v,q,-p)\). Changing the sign of the integration variables gives \(\langle v\chi_{\rm from}\rangle=\langle -v(1-\chi_{\rm to})\rangle=\langle v\chi_{\rm to}\rangle\), because \(\langle v\rangle=0\). The rate is \(k=\kappa\,k_{\rm TST}\) with

\[ \kappa=\frac{\langle v\,\chi_{\rm to}\rangle}{\langle v\,\theta(v)\rangle}, \tag{3} \]

both averages taken over the Boltzmann distribution at \(x=0\). In the classical model (1) the cavity acts on the rate through \(\kappa\) alone.

### Elimination of the mode

Near the barrier, \(\partial U/\partial x=-\omega_b^2x+gu\) and \(\partial U/\partial q=\omega u\), so

\[ \ddot x=\omega_b^2x-gu,\qquad \ddot q=-\omega u . \tag{4} \]

Differentiating \(u=\omega q+gx\) twice and inserting the second equation gives \(\ddot u=-\omega^2u+g\ddot x\), an oscillator driven by the acceleration of \(x\). Its solution with the Green function \(\sin(\omega t)/\omega\) is

\[ u(t)=u_0\cos\omega t+\frac{\dot u_0}{\omega}\sin\omega t+\frac g\omega\int_0^t\sin\omega(t-\tau)\,\ddot x(\tau)\,d\tau . \]

Integrate the last term by parts. The boundary term vanishes at \(\tau=t\) and gives \(-(g/\omega)v_0\sin\omega t\) at \(\tau=0\). Since \(\partial_\tau\sin\omega(t-\tau)=-\omega\cos\omega(t-\tau)\), the remaining integral is \(+g\int_0^t\cos\omega(t-\tau)\,\dot x(\tau)\,d\tau\). With \(\dot u_0=\omega p_0+gv_0\) the two terms in \(v_0\) cancel:

\[ u(t)=u_0\cos\omega t+p_0\sin\omega t+g\int_0^t\cos\omega(t-\tau)\,\dot x(\tau)\,d\tau . \]

The first of equations (4) becomes a generalized Langevin equation,

\[ \ddot x=\omega_b^2x-\int_0^t\gamma(t-\tau)\,\dot x(\tau)\,d\tau+F(t), \tag{5} \]

\[ \gamma(t)=g^2\cos\omega t,\qquad F(t)=-g\,(u_0\cos\omega t+p_0\sin\omega t). \]

The static force is the bare \(\omega_b^2x\), in agreement with the potential of mean force. At fixed \(x_0\) the weight \(e^{-\beta(u_0^2+p_0^2)/2}\) makes \(u_0\) and \(p_0\) independent Gaussians of variance \(k_BT\), so \(\langle F\rangle=0\) and

\[ \langle F(t)F(t')\rangle=g^2k_BT\,(\cos\omega t\cos\omega t'+\sin\omega t\sin\omega t')=k_BT\,\gamma(t-t'), \]

which is the fluctuation-dissipation relation. The mode is a friction whose memory does not decay. Equation (5) was tested along a two-mode trajectory from the matrix exponential of (4), with the memory integral done by quadrature.

### The reactive frequency

With \(\hat f(z)=\int_0^\infty e^{-zt}f\,dt\), the kernel transforms as \(\hat\gamma(z)=g^2\,{\rm Re}\,(z-i\omega)^{-1}=g^2z/(z^2+\omega^2)\) for real \(z>0\). The transform of \(\dot x\) is \(z\hat x-x_0\), that of \(\ddot x\) is \(z^2\hat x-zx_0-v_0\), and the convolution becomes a product, so (5) gives

\[ \hat x(z)=\frac{(z+\hat\gamma)x_0+v_0+\hat F}{z^2+z\hat\gamma(z)-\omega_b^2}. \]

A zero of the denominator at \(z=s>0\) produces growth \(e^{st}\). This is the Grote-Hynes equation,

\[ s^2+s\hat\gamma(s)=\omega_b^2,\qquad\text{that is}\qquad s^2+\frac{g^2s^2}{s^2+\omega^2}=\omega_b^2 . \tag{6} \]

Since \(s^2/(s^2+\omega^2)=1-\omega^2/(s^2+\omega^2)\) increases with \(s\), the left side increases from 0 at \(s=0\) to at least \(\omega_b^2\) at \(s=\omega_b\). There is one positive root and it obeys \(s\le\omega_b\). Multiplying (6) by \(s^2+\omega^2\) gives \((s^2-\omega_b^2)(s^2+\omega^2)+g^2s^2=0\), a quadratic in \(y=s^2\):

\[ y^2+By-\omega_b^2\omega^2=0,\qquad B=\omega^2+g^2-\omega_b^2 . \]

The product of its roots is negative, and the positive one is

\[ s^2=\tfrac12\Big[-B+\sqrt{B^2+4\omega_b^2\omega^2}\Big]=\frac{2\omega_b^2\omega^2}{B+\sqrt{B^2+4\omega_b^2\omega^2}} . \tag{7} \]

The second form follows on multiplying above and below by \(B+\sqrt{B^2+4\omega_b^2\omega^2}\). For \(B>0\) it adds two positive numbers where the first form subtracts them, so it is the one to code for a fast mode or a strong coupling; for \(B<0\) the first form has that property.

The same quadratic is the secular equation of the Hessian of \(U\),

\[ K^\ddagger=\begin{pmatrix}g^2-\omega_b^2&g\omega\\ g\omega&\omega^2\end{pmatrix}, \]

because \(\det(K^\ddagger+y)=(y+g^2-\omega_b^2)(y+\omega^2)-g^2\omega^2=(y-\omega_b^2)(y+\omega^2)+g^2y\). The eigenvalues of \(K^\ddagger\) are thus \(-s^2\) and a positive one, \(\Omega_\ddagger^2\), and their product is the determinant \(-\omega_b^2\omega^2\):

\[ s\,\Omega_\ddagger=\omega_b\,\omega . \tag{8} \]

Root finding on (6) with \(\hat\gamma\) from quadrature of the kernel, diagonalization of \(K^\ddagger\) and formula (7) were tested against one another, including a case with \(g>\omega_b\).

### From the reactive frequency to \(\kappa\)

Let \((e_x,e_q)\) be the unit eigenvector of \(K^\ddagger\) for \(-s^2\), with \(e_x>0\). The second row of \((K^\ddagger+s^2)e=0\) reads \(g\omega\,e_x+(\omega^2+s^2)e_q=0\), so

\[ \frac{e_q}{e_x}=-\frac{g\omega}{s^2+\omega^2}. \]

The unstable normal coordinate \(\rho=e_xx+e_qq\) obeys \(\ddot\rho=s^2\rho\), with solution

\[ \rho(t)=\frac{\dot\rho_0+s\rho_0}{2s}\,e^{st}-\frac{\dot\rho_0-s\rho_0}{2s}\,e^{-st}. \]

The coordinate \(x\) is \(e_x\rho\) plus a bounded oscillation of the stable mode, so its sign at long times is that of \(\dot\rho_0+s\rho_0\). For a start at \(x=0\) this quantity is \(e_xv+e_q(p_0+sq_0)\), and the trajectory ends as product if \(v\) exceeds

\[ v_c=\frac{g\omega}{s^2+\omega^2}\,(p_0+sq_0). \]

The \(v\) integral in (3) is the one met in the frozen case and holds for either sign of \(v_c\), since \(v\,e^{-\beta v^2/2}\) is the derivative of \(-k_BT\,e^{-\beta v^2/2}\). Therefore

\[ \kappa=\big\langle e^{-\beta v_c^2/2}\big\rangle_{q_0,p_0}. \tag{9} \]

Equation (9) needs a single threshold \(v_c(q_0,p_0)\) and nothing else about the surface. On the parabolic barrier, \(u_0=\omega q_0\) at \(x=0\), so \(q_0\) has variance \(k_BT/\omega^2\), and \(v_c\) is Gaussian with variance

\[ \sigma^2=\frac{g^2\omega^2}{(s^2+\omega^2)^2}\,k_BT\Big(1+\frac{s^2}{\omega^2}\Big)=k_BT\,\frac{g^2}{s^2+\omega^2}. \]

The Gaussian average gives \(\kappa=(1+\beta\sigma^2)^{-1/2}\). Dividing (6) by \(s^2\) shows that \(1+g^2/(s^2+\omega^2)=\omega_b^2/s^2\), and so

\[ \kappa=\Big[1+\frac{g^2}{s^2+\omega^2}\Big]^{-1/2}=\frac{s}{\omega_b}. \tag{10} \]

The temperature has dropped out, and \(\omega_0\) and \(g_0\) never entered. For \(\omega\to0\) and \(g<\omega_b\), (6) gives \(s^2=\omega_b^2-g^2\), the frozen result; for \(\omega\to\infty\) at fixed \(g\) it gives \(s=\omega_b\).

### Where the reactant vibration goes

The polaritons formed in the reactant well are real features of the model, and a second route to the rate shows how they cancel. The stationary points of (1) satisfy \(\omega u=0\) and \(V'+\lambda\mu'u=0\), so \(u=0\) and \(V'=0\): they lie at the cavity-free values of \(x\) with the cavity-free energies. The second derivative of \(\tfrac12u^2\) with respect to \(x\) is \(\lambda^2\mu'^2+\lambda\mu''u\), and the curvature of the dipole drops out at \(u=0\). The Hessian in the well is

\[ K^R=\begin{pmatrix}\omega_0^2+g_0^2&g_0\omega\\ g_0\omega&\omega^2\end{pmatrix}, \]

with eigenvalues \(\Omega_\pm^2\). Its determinant is \(\omega_0^2\omega^2\) and its trace is \(\omega_0^2+g_0^2+\omega^2\), so

\[ \Omega_+\Omega_-=\omega_0\,\omega,\qquad(\Omega_+-\Omega_-)^2=(\omega-\omega_0)^2+g_0^2 , \tag{11} \]

the second relation being the trace minus twice the square root of the determinant. The Rabi splitting at \(\omega=\omega_0\) equals \(|g_0|\).

On the parabolic barrier the surface \(\rho=0\) is not recrossed, because \(\rho_0=0\) makes the fate the sign of \(\dot\rho_0\). The flux through it is the rate. The change to normal coordinates is orthogonal. The numerator is \(k_BT\) from \(\dot\rho\), \(\sqrt{2\pi k_BT}\) from the stable momentum and \(\sqrt{2\pi k_BT}/\Omega_\ddagger\) from the stable coordinate, times \(e^{-\beta E_b}\). The denominator is \((2\pi k_BT)^2/(\Omega_+\Omega_-)\) from two momenta and two coordinates. With (8) and (11),

\[ k=\frac{\Omega_+\Omega_-}{2\pi\Omega_\ddagger}e^{-\beta E_b}=\frac{\omega_0\omega}{2\pi}\,\frac{s}{\omega_b\omega}\,e^{-\beta E_b}=\frac{\omega_0}{2\pi}\,\frac{s}{\omega_b}\,e^{-\beta E_b}, \tag{12} \]

which is (2) times (10). A classical harmonic partition function depends on the product of the frequencies, and the coupling pushes the two polaritons apart in such a way that the product is unchanged. The reactant frequency survives as a prefactor independent of the cavity, and \(g_0\) is absent.

## Part II. The frequency of strongest suppression

### Symbols and results carried over

A mass-weighted coordinate \(x\) with barrier frequency \(\omega_b\), well frequency \(\omega_0\) and barrier height \(E_b\) couples to a mode of frequency \(\omega\) through \(\tfrac12[\omega q+\lambda\mu(x)]^2\), with \(\lambda^2=4\pi/\mathcal V\); \(g\) and \(g_0\) are \(\lambda\,d\mu/dx\) at the barrier and in the well. The classical rate is \(k=\kappa\,(\omega_0/2\pi)e^{-\beta E_b}\) with \(\kappa=s/\omega_b\), where \(s\) is the positive root of \(s^2+g^2s^2/(s^2+\omega^2)=\omega_b^2\), equations (6) and (7). The Hessians \(K^\ddagger\) and \(K^R\) have eigenvalues \(-s^2,\Omega_\ddagger^2\) and \(\Omega_\pm^2\), with \(s\Omega_\ddagger=\omega_b\omega\) and \(\Omega_+\Omega_-=\omega_0\omega\). For a single threshold velocity, \(\kappa=\langle e^{-\beta v_c^2/2}\rangle\), equation (9).

In the classical model with a parabolic barrier, the cavity leaves the transition-state rate unchanged and multiplies it by \(\kappa=s/\omega_b\), which does not depend on \(\omega_0\) or \(g_0\). It remains to find where \(\kappa\) is smallest for a given tuning law, and to treat a solvent bath, spectator molecules, the quantum correction and a worked example.
